# Two XPS Fluorine-to-Carbon Ratios and Why a Fluorine-Poor Surface Separates Them: a numerical check

```python
"""XPS fluorine-to-carbon ratios of a depth-dependent fluorocarbon film.

Result under test: a fluorine-poor surface gives R_I < R_C < r_bulk when
carbon density is uniform and F 1s electrons have the shorter length.
R_I: F/C from F 1s and C 1s intensities, calibrated on a uniform standard.
R_C: F/C from C 1s components, (CF + 2 CF2 + 3 CF3)/(all carbon).
r: local F/C; L_F, L_C: attenuation lengths in nm; d: layer thickness in nm.
g: local attenuation length relative to the reference film.
In general R_I/R_C = A(L_F)/A(L_C), where A is the exponential depth
average of f = n_F*g in the reduced depth t, with dt = dz/g.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import nnls

# Rough typical inputs, chosen for the example
photon = 1487.0
bind_F, bind_C = 689.0, 291.0
r_bulk, r_surf, d = 1.5, 0.5, 1.5


def length(kinetic):
    return 3.0 * (kinetic / 1000.0) ** 0.75


L_F, L_C = length(photon - bind_F), length(photon - bind_C)

# Depth cells for direct summation of the emitted intensities
h = 0.005
Z = (np.arange(24000) + 0.5) * h
ones = np.ones_like(Z)


def intensity(density, g, L, gain, tilt=0.0):
    steps = h / g
    t_mid = np.cumsum(steps) - 0.5 * steps
    path = t_mid / np.cos(np.radians(tilt))
    return gain * np.sum(density * np.exp(-path / L)) * h


def measure(r, carbon=ones, g=ones, LF=L_F, LC=L_C, tilt=0.0):
    """Simulated experiment; the standard is uniform with F/C = 2."""
    gain_F, gain_C = 4.0, 1.0
    std_g = 1.2 * ones
    std_F = intensity(2 * 0.7 * ones, std_g, LF, gain_F)
    std_C = intensity(0.7 * ones, std_g, LC, gain_C)
    sensitivity = std_F / std_C / 2.0
    I_F = intensity(r * carbon, g, LF, gain_F, tilt)
    I_C = intensity(carbon, g, LC, gain_C, tilt)
    bound_F = intensity(r * carbon, g, LC, gain_C, tilt)
    return I_F / I_C / sensitivity, bound_F / I_C


def layered(top, bottom, thick=d):
    return np.where(Z < thick, top, bottom)


def step_formula(L, thick=d):
    return r_bulk - (r_bulk - r_surf) * (1 - np.exp(-thick / L))


# Homogeneous film: both ratios agree, at any angle
for angle in (0.0, 60.0):
    uniform = measure(1.1 * ones, 1.6 * ones, 0.8 * ones, tilt=angle)
    assert np.allclose(uniform, 1.1, rtol=1e-5)

# Main example, at two angles
profile = layered(r_surf, r_bulk)
RI, RC = measure(profile)
RI60, RC60 = measure(profile, tilt=60.0)
assert np.allclose([RI, RC], [step_formula(L_F), step_formula(L_C)],
                   rtol=1e-5)
assert np.allclose([RI60, RC60],
                   [step_formula(L_F / 2), step_formula(L_C / 2)], rtol=1e-5)
assert RI < RC < r_bulk and RI60 < RC60 < r_bulk

# C 1s spectrum from the depth slices, then a fit of its components
comp_bind = np.array([287.0, 289.5, 292.0, 294.0])
fluorines = np.array([0, 1, 2, 3])
frac_bulk = np.array([0.15, 0.30, 0.45, 0.10])
frac_surf = np.array([0.60, 0.30, 0.10, 0.00])
assert np.isclose(frac_bulk @ fluorines, r_bulk)
assert np.isclose(frac_surf @ fluorines, r_surf)
fractions = np.where((Z < d)[:, None], frac_surf, frac_bulk)
energy = np.linspace(280, 301, 421)
sigma = 1.8 / (2 * np.sqrt(2 * np.log(2)))
peaks = np.exp(-0.5 * ((energy[:, None] - comp_bind) / sigma) ** 2)
spectrum = np.zeros_like(energy)
for start in range(0, len(Z), 2000):
    part = slice(start, start + 2000)
    weight = np.exp(-Z[part] / L_C) * h
    spectrum += peaks @ (fractions[part].T @ weight)
areas, residual = nnls(peaks, spectrum)
RC_fit = areas @ fluorines / areas.sum()
area_share = areas / areas.sum()
assert abs(RC_fit - step_formula(L_C)) < 1e-5

# Cause: equal lengths remove the gap; reversed lengths reverse it
same = measure(profile, LF=L_C, LC=L_C)
swapped = measure(profile, LF=L_C, LC=L_F)
rich = measure(layered(r_bulk, r_surf))
assert abs(same[0] - same[1]) < 1e-5
assert swapped[0] > swapped[1] and rich[0] > rich[1]

# General relation, with smooth composition and density profiles
r_smooth = 1.5 - np.exp(-Z / 2)
atoms = 1 + 0.6 * np.exp(-Z / 1.5)
general = measure(r_smooth, atoms / (1 + r_smooth), 1 / atoms)


def depth_average(L):
    def integrand(z):
        r = 1.5 - np.exp(-z / 2)
        slope = 0.5 * np.exp(-z / 2) / (1 + r) ** 2
        t = z + 0.9 * (1 - np.exp(-z / 1.5))
        return slope * np.exp(-t / L)
    return 0.5 / 1.5 + quad(integrand, 0, 100, limit=200)[0]


general_formula = depth_average(L_F) / depth_average(L_C)
assert abs(general[0] / general[1] - general_formula) < 1e-5
assert general[0] < general[1]

# Dense fluorine-poor layer: the sign reverses if g stays constant
dense_C = layered(4.0, 1.0)
reverse = measure(profile, dense_C)
restored = measure(profile, dense_C, 1 / (dense_C * (1 + profile)))
assert reverse[0] > reverse[1] and reverse[1] < r_bulk
assert restored[0] < restored[1]

# Fluorine-free overlayer: ratio independent of its carbon density
inverse_gap = 1 / L_F - 1 / L_C
overlayer = np.exp(-d * inverse_gap)
for density in (0.5, 2.0):
    pair = measure(layered(0.0, r_bulk), layered(density, 1.0))
    assert abs(pair[0] / pair[1] - overlayer) < 1e-5

# Thin-layer limit and the thickness of the largest gap
thin = measure(layered(r_surf, r_bulk, 0.02))
thin_ratio = (r_bulk - thin[0]) / (r_bulk - thin[1])
assert abs(thin_ratio / (L_C / L_F) - 1) < 0.003
d_peak = np.log(L_C / L_F) / inverse_gap
trial = np.arange(2.0, 4.01, 0.05)
gaps = []
for thick in trial:
    pair = measure(layered(r_surf, r_bulk, thick))
    gaps.append(pair[1] - pair[0])
assert abs(trial[np.argmax(gaps)] - d_peak) < 0.051
gap_peak = step_formula(L_C, d_peak) - step_formula(L_F, d_peak)
assert abs(max(gaps) - gap_peak) < 1e-4
thick_pair = measure(layered(r_surf, r_bulk, 20.0))
thick_gap = thick_pair[1] - thick_pair[0]
assert 0 < thick_gap < 0.05 * gap_peak

# Harder source: lengths are longer and closer in ratio
hard = 3000.0
hard_F, hard_C = length(hard - bind_F), length(hard - bind_C)
hard_pair = measure(profile, LF=hard_F, LC=hard_C)
assert 0 < hard_pair[1] - hard_pair[0] < RC - RI

# Neglected effect: equal atom density makes the poor layer carbon-rich
carbon_atoms = 1 / (1 + profile)
dens = measure(profile, carbon_atoms)
dens60 = measure(profile, carbon_atoms, tilt=60.0)
assert dens[0] < dens[1] and dens60[0] < dens60[1]

# Neglected effect: graded boundary with the same total deficit
width = 2 * d
graded_r = np.minimum(r_surf + (r_bulk - r_surf) * Z / width, r_bulk)
graded = measure(graded_r)
for value, L in zip(graded, (L_F, L_C)):
    rise = (r_bulk - r_surf) * L / width * (1 - np.exp(-width / L))
    assert abs(value - r_surf - rise) < 1e-5
assert graded[0] < graded[1]

# Neglected effect: each C 1s component has its own kinetic energy
own_areas = []
for k, binding in enumerate(comp_bind):
    own_L = length(photon - binding)
    own_areas.append(np.sum(fractions[:, k] * np.exp(-Z / own_L)) * h)
own_areas = np.array(own_areas)
RC_spread = own_areas @ fluorines / own_areas.sum()
assert abs(RC_spread - RC) < 0.1 * (RC - RI)


# Neglected effect: elastic scattering, traced back from the detector
def transport_length(kinetic):
    return 20.0 * (kinetic / 1000.0) ** 1.7


def scattered(L, L_tr, seed):
    """Return the layer's share of the signal and total signal / L."""
    rng = np.random.default_rng(seed)
    z, s = np.zeros(300000), np.zeros(300000)
    mu = np.ones(300000)
    layer = total = 0.0
    for _ in range(15):
        run = rng.exponential(L_tr, len(z))
        exit_run = np.where(mu < 0, -z / mu, np.inf)
        alive = run < exit_run
        run = np.minimum(run, exit_run)
        cross = np.clip((d - z) / mu, 0, run)
        begin = np.exp(-s / L)
        middle = np.exp(-(s + cross) / L)
        end = np.exp(-(s + run) / L)
        total += np.sum(begin - end)
        layer += np.sum(np.where(mu > 0, begin - middle, middle - end))
        z, s = (z + mu * run)[alive], (s + run)[alive]
        mu = rng.uniform(-1, 1, len(z))
    return layer / total, total / 300000


def half_space_signal(L, L_tr):
    """Normal emission of a uniform source from the H function."""
    albedo = L / (L + L_tr)
    x, w = np.polynomial.legendre.leggauss(48)
    x, w = (x + 1) / 2, w / 2
    H = np.ones_like(x)
    root = np.sqrt(1 - albedo)
    for _ in range(200):
        kernel = x / (x[:, None] + x)
        H = 1 / (root + albedo / 2 * (kernel @ (w * H)))
    H_one = 1 / (root + albedo / 2 * np.sum(w * x * H / (1 + x)))
    return root * H_one


tr_F = transport_length(photon - bind_F)
tr_C = transport_length(photon - bind_C)
elastic = []
for L, L_tr, seed in ((L_F, tr_F, 1), (L_C, tr_C, 2)):
    share, signal = scattered(L, L_tr, seed)
    # statistical error of the sampled signal is below one part in 1000
    assert abs(signal - half_space_signal(L, L_tr)) < 0.003
    elastic.append(r_bulk - (r_bulk - r_surf) * share)
assert elastic[0] < elastic[1]

# Neglected effect: a sensitivity factor wrong by 5 percent
error = 0.05
shift = RI - RI / (1 + error)
double = (RI60 / RC60) / (RI / RC)
double_dens = (dens60[0] / dens60[1]) / (dens[0] / dens[1])


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_pair(label, pair):
    print(f"{label}: R_I={pair[0]:.3f}, R_C={pair[1]:.3f}, "
          f"gap={pair[1] - pair[0]:.3f}, R_I/R_C={pair[0] / pair[1]:.3f}")


print("INPUTS (rough typical values)")
show("Photon energy", photon, "eV", 0)
show("F 1s binding energy", bind_F, "eV", 0)
show("C 1s mean binding energy", bind_C, "eV", 0)
show("Attenuation length at 1 keV", length(1000), "nm", 1)
show("Bulk F/C", r_bulk, "", 1)
show("Surface-layer F/C", r_surf, "", 1)
show("Surface-layer thickness d", d, "nm", 1)
print("Bulk shares C, CF, CF2, CF3:", frac_bulk)
print("Surface shares C, CF, CF2, CF3:", frac_surf)
print("LENGTHS")
show("F 1s kinetic energy", photon - bind_F, "eV", 0)
show("C 1s kinetic energy", photon - bind_C, "eV", 0)
show("L_F", L_F, "nm")
show("L_C", L_C, "nm")
show("L_C/L_F", L_C / L_F)
show("exp(-d/L_F)", np.exp(-d / L_F))
show("exp(-d/L_C)", np.exp(-d / L_C))
print("RESULTS (ratios without unit)")
show_pair("Normal emission", (RI, RC))
show("Lowering of R_I from bulk", r_bulk - RI)
show("Lowering of R_C from bulk", r_bulk - RC)
print("Fitted C 1s shares C, CF, CF2, CF3:", np.round(area_share, 3))
show("R_C from fitted spectrum", RC_fit)
show_pair("Emission at 60 degrees", (RI60, RC60))
show("R_I/R_C at 60 degrees over that at 0", double)
show("Thickness of largest gap", d_peak, "nm", 2)
show("Largest gap", gap_peak)
show("Gap for a 20 nm layer", thick_gap, "", 4)
show("Thin-layer (0.02 nm) lowering ratio", thin_ratio)
show("Fluorine-free overlayer of thickness d, R_I/R_C", overlayer)
print("TESTS OF CAUSE AND CONDITIONS")
show_pair("Both lengths equal to L_C", same)
show_pair("Lengths exchanged", swapped)
show_pair("Fluorine-rich surface (F/C exchanged)", rich)
show_pair("Poor layer, 4x carbon density, constant g", reverse)
show_pair("Same layer, g = 1/atom density", restored)
show_pair("Photon energy 3000 eV", hard_pair)
print("NEGLECTED EFFECTS")
show_pair("Equal atom density, 0 degrees", dens)
show_pair("Equal atom density, 60 degrees", dens60)
show("Equal atom density, 60-to-0 degree double ratio", double_dens)
show_pair("Linear grading over 2d", graded)
show("F 1s transport length (rough)", tr_F, "nm", 1)
show("C 1s transport length (rough)", tr_C, "nm", 1)
show_pair("With elastic scattering", elastic)
show("Component energy spread, change of R_C", RC_spread - RC, "", 4)
show("Sensitivity factor 5% too high, fall of R_I", shift)
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough typical values)
Photon energy: 1487 eV
F 1s binding energy: 689 eV
C 1s mean binding energy: 291 eV
Attenuation length at 1 keV: 3.0 nm
Bulk F/C: 1.5
Surface-layer F/C: 0.5
Surface-layer thickness d: 1.5 nm
Bulk shares C, CF, CF2, CF3: [0.15 0.3  0.45 0.1 ]
Surface shares C, CF, CF2, CF3: [0.6 0.3 0.1 0. ]
LENGTHS
F 1s kinetic energy: 798 eV
C 1s kinetic energy: 1196 eV
L_F: 2.533 nm
L_C: 3.431 nm
L_C/L_F: 1.355
exp(-d/L_F): 0.553
exp(-d/L_C): 0.646
RESULTS (ratios without unit)
Normal emission: R_I=1.053, R_C=1.146, gap=0.093, R_I/R_C=0.919
Lowering of R_I from bulk: 0.447
Lowering of R_C from bulk: 0.354
Fitted C 1s shares C, CF, CF2, CF3: [0.309 0.3   0.326 0.065]
R_C from fitted spectrum: 1.146
Emission at 60 degrees: R_I=0.806, R_C=0.917, gap=0.111, R_I/R_C=0.879
R_I/R_C at 60 degrees over that at 0: 0.956
Thickness of largest gap: 2.94 nm
Largest gap: 0.111
Gap for a 20 nm layer: 0.0026
Thin-layer (0.02 nm) lowering ratio: 1.353
Fluorine-free overlayer of thickness d, R_I/R_C: 0.856
TESTS OF CAUSE AND CONDITIONS
Both lengths equal to L_C: R_I=1.146, R_C=1.146, gap=0.000, R_I/R_C=1.000
Lengths exchanged: R_I=1.146, R_C=1.053, gap=-0.093, R_I/R_C=1.088
Fluorine-rich surface (F/C exchanged): R_I=0.947, R_C=0.854, gap=-0.093, R_I/R_C=1.109
Poor layer, 4x carbon density, constant g: R_I=0.836, R_C=0.813, gap=-0.022, R_I/R_C=1.028
Same layer, g = 1/atom density: R_I=0.527, R_C=0.545, gap=0.018, R_I/R_C=0.967
Photon energy 3000 eV: R_I=1.266, R_C=1.289, gap=0.023, R_I/R_C=0.982
NEGLECTED EFFECTS
Equal atom density, 0 degrees: R_I=0.972, R_C=1.022, gap=0.050, R_I/R_C=0.951
Equal atom density, 60 degrees: R_I=0.747, R_C=0.800, gap=0.053, R_I/R_C=0.933
Equal atom density, 60-to-0 degree double ratio: 0.981
Linear grading over 2d: R_I=1.086, R_C=1.167, gap=0.081, R_I/R_C=0.931
F 1s transport length (rough): 13.6 nm
C 1s transport length (rough): 27.1 nm
With elastic scattering: R_I=1.015, R_C=1.123, gap=0.109, R_I/R_C=0.903
Component energy spread, change of R_C: -0.0011
Sensitivity factor 5% too high, fall of R_I: 0.050
ALL CHECKS PASSED
```
